\section*{Phonon Linewidths from Cubic Anharmonicity and Real Shifts from Static Diagrams}

\section{Definitions and conventions}

Set $\hbar=1$ and $\beta=1/k_BT$. A stable crystal has real normal modes $i$ with frequencies $\omega_i>0$; rigid translations are excluded. With $A_i=a_i+a_i^\dagger$,
\begin{align}
H&=\sum_i\omega_i\left(a_i^\dagger a_i+\tfrac12\right)+H_3+H_4,\\
H_3&=\frac16\sum_{ijk}V_{ijk}A_iA_jA_k,\qquad
H_4=\frac1{24}\sum_{ijkl}V_{ijkl}A_iA_jA_kA_l .
\end{align}
The coefficients are real, symmetric in their indices, and have units of energy. They are successive terms of a Taylor expansion in the displacements, so I count $V_{ijk}=O(\epsilon)$ and $V_{ijkl}=O(\epsilon^2)$ and keep the self-energy to order $\epsilon^2$.

The connected Green's function is
\begin{equation}
D_{ij}(\tau)=-\langle TA_i(\tau)A_j(0)\rangle+\langle A_i\rangle\langle A_j\rangle .
\end{equation}
For harmonic modes and $0<\tau<\beta$, define
\begin{equation}
G_i(\tau)=\langle A_i(\tau)A_i(0)\rangle=(n_i+1)e^{-\omega_i\tau}+n_ie^{\omega_i\tau},\qquad n_i=\frac1{e^{\beta\omega_i}-1}.
\end{equation}
Since $e^{i\nu\beta}=1$ at a bosonic Matsubara frequency,
\begin{equation}
\int_0^\beta d\tau\,e^{(i\nu-a)\tau}=\frac{e^{-\beta a}-1}{i\nu-a}.\label{ft}
\end{equation}
Using $(n_i+1)e^{-\beta\omega_i}=n_i$, the two terms of $G_i$ have numerators $-1$ and $+1$. Hence, with $z=i\nu$,
\begin{equation}
D^0_i(z)=-G_i(z)=\frac1{z-\omega_i}-\frac1{z+\omega_i}=\frac{2\omega_i}{z^2-\omega_i^2}.
\end{equation}
The self-energy is defined by $D^{-1}=(D^0)^{-1}-\Pi$, or $D=D^0+D^0\Pi D^0+\dots$. For a nondegenerate mode the position of the line to order $\epsilon^2$ follows from the diagonal element. It is a single pole at $T=0$ or in a large crystal; for a few modes at $T>0$ it is the centre of a group of discrete lines, as the next section shows:
\begin{equation}
z^2=\omega_i^2+2\omega_i\Pi_{ii}(z)\quad\Rightarrow\quad z\simeq\omega_i+\Pi_{ii}(\omega_i+i0).\label{pole}
\end{equation}
The shift is therefore $\mathrm{Re}\,\Pi_{ii}$, and $\Gamma_i=-\mathrm{Im}\,\Pi_{ii}$ is the amplitude decay rate, because $e^{-izt}$ contains $e^{-\Gamma_it}$. Near the pole $D\simeq1/(\omega-\omega_i-\Pi_{ii})$, a Lorentzian of full width at half maximum (FWHM) $2\Gamma_i$. The energy lifetime is $1/(2\Gamma_i)$.

\section{Simplest case: one mode with a quartic term}

First-order expansion of $T\exp(-\int H_4d\tau)$ gives $\delta D=+\int d\tau_1\langle TH_4(\tau_1)A(\tau)A(0)\rangle_c$. By Wick's theorem for the harmonic ensemble, $A(\tau)$ can attach to four legs of the vertex and $A(0)$ to three. The last two legs form $\langle A^2\rangle=2n+1$. Two factors $G=-D^0$ leave no sign, so
\begin{equation}
\Pi^L=\frac{4\cdot3}{24}V_4(2n+1)=\frac12V_4(2n+1).
\end{equation}

This can be compared with the energy levels. From
\begin{equation}
A^2|n\rangle=\sqrt{(n+1)(n+2)}|n+2\rangle+(2n+1)|n\rangle+\sqrt{n(n-1)}|n-2\rangle
\end{equation}
the squared norm is $\langle n|A^4|n\rangle=6n^2+6n+3$, where $n$ now labels a level. The gap $n\to n+1$ shifts by
\begin{equation}
\frac{V_4}{24}\,12(n+1)=\frac{V_4}{2}(n+1).
\end{equation}
At $T=0$ this is $V_4/2$, as the loop says. At $T>0$ the lines carry weights $(p_n-p_{n+1})(n+1)$, with $p_n$ the Boltzmann probabilities. The weights sum to $\sum_np_n=1$, and the mean of $n+1$ is
\begin{equation}
\sum_n(p_n-p_{n+1})(n+1)^2=\sum_np_n\left[(n+1)^2-n^2\right]=2\langle n\rangle+1 .
\end{equation}
The loop is thus the first-order shift of the line's centre of gravity. The lines themselves are spread out. The same sum with $(n+1)^3$ gives $6\langle n\rangle^2+6\langle n\rangle+1$, so their rms spread is $\tfrac12|V_4|\sqrt{2\langle n\rangle(\langle n\rangle+1)}$, of the same order as the shift. The lowest-order self-energy does not describe it: for a single mode at $T>0$ it gives the centre of the group, not the position of a pole. In a crystal of $N$ cells each coupling $V_{iikk}$ is of order $1/N$, the fluctuations of the occupations average out, and this spread falls as $N^{-1/2}$.

For many modes the count is unchanged:
\begin{equation}
\Pi^L_{ij}=\frac12\sum_kV_{ijkk}(2n_k+1).\label{loop}
\end{equation}

\section{Cubic term, first effect: a displaced mean position}

To first order in $H_3$, $A_m$ attaches to one of three legs and the other two close:
\begin{equation}
\langle A_m\rangle=-\frac36\sum_kV_{mkk}(2n_k+1)\int_0^\beta G_m\,d\tau
=-\frac1{\omega_m}\sum_kV_{mkk}(2n_k+1),\label{mean}
\end{equation}
because $\int_0^\beta G_m\,d\tau=-D^0_m(0)=2/\omega_m$.

A force balance gives the same result. With $P=-i(a-a^\dagger)$ one has $A^2+P^2=4a^\dagger a+2$, so the harmonic potential energy is $\omega_mA_m^2/4$. Zero mean force in equilibrium requires $\tfrac12\omega_m\langle A_m\rangle+\tfrac12\sum_kV_{mkk}\langle A_k^2\rangle=0$, which is Eq.~\eqref{mean}.

In the Green's function this displacement enters when both external legs attach to the same cubic vertex. The second-order factor is $\tfrac12(1/6)^2$. There are 2 choices of vertex, $3\cdot2$ attachments of the external legs, and 3 ways to join the leftover leg to the other vertex, whose last two legs close. The product is $\tfrac12\cdot\tfrac1{36}\cdot36=\tfrac12$. The sign is minus, from the definition of $D$:
\begin{equation}
\Pi^T_{ij}=-\frac12\sum_{mk}V_{ijm}\frac2{\omega_m}V_{mkk}(2n_k+1)=\sum_mV_{ijm}\langle A_m\rangle.\label{tad}
\end{equation}
The tadpole is the change of the force constants at the displaced mean position. Only modes $m$ that keep the full symmetry of the crystal can have $\langle A_m\rangle\ne0$. With periodic boundaries and a fixed cell these are symmetric zone-centre optical modes; homogeneous strain, that is thermal expansion, is then left out and must be added separately for a real crystal at fixed pressure.

\section{Cubic term, second effect: the bubble}

If the external legs attach to different vertices, there are 2 assignments of vertices, $3\cdot3$ choices of leg, and 2 ways to join the remaining pairs. The factor is $\tfrac12\cdot\tfrac1{36}\cdot36=\tfrac12$, again with a minus sign:
\begin{equation}
\Pi^B_{ij}(\tau)=-\frac12\sum_{kl}V_{ikl}V_{jkl}G_k(\tau)G_l(\tau).
\end{equation}
Closing the remaining pair within each vertex gives $\langle A_i\rangle\langle A_j\rangle$, which the connected function removes. Pairing the external legs with each other gives vacuum terms, cancelled by normalization. The list at order $\epsilon^2$ is complete.

With $S=\omega_k+\omega_l$ and $d=\omega_k-\omega_l$,
\begin{align}
G_kG_l={}&(n_k+1)(n_l+1)e^{-S\tau}+n_kn_le^{S\tau}\nonumber\\
&+(n_k+1)n_le^{-d\tau}+n_k(n_l+1)e^{d\tau}.
\end{align}
Apply Eq.~\eqref{ft} term by term. Since $(n_k+1)(n_l+1)e^{-\beta S}=n_kn_l$, the first numerator is $n_kn_l-(n_k+1)(n_l+1)=-(1+n_k+n_l)$, and the second is its negative. Since $(n_k+1)n_le^{-\beta d}=n_k(n_l+1)$, the third is $n_k-n_l$ and the fourth $n_l-n_k$. Combining each pair of fractions,
\begin{align}
\Pi^B_{ij}(z)&=-\frac12\sum_{kl}V_{ikl}V_{jkl}F_{kl}(z),\\
F_{kl}(z)&=(1+n_k+n_l)\frac{2S}{S^2-z^2}+(n_l-n_k)\frac{2d}{d^2-z^2}.\label{F}
\end{align}

\subsection*{Static limit and a point about equal frequencies}

Let a very slow mode 0 couple to one mode 1 through $V_{011}=V$. At fixed $A_0=x$, the potential of mode 1 is $\tfrac14(\omega_1+2Vx)A_1^2$, so its frequency is
\begin{equation}
\omega_1(x)=\omega_1\sqrt{1+\frac{2Vx}{\omega_1}}=\omega_1+Vx-\frac{V^2x^2}{2\omega_1}+\dots
\end{equation}
At fixed occupation the energy $(n_1+\tfrac12)\omega_1(x)$ contributes $\tfrac12Kx^2$ with $K=-V^2(2n_1+1)/(2\omega_1)$. Equation~\eqref{F} with $z\to0$ gives the same: $-\tfrac12V^2(1+2n_1)\,2/(2\omega_1)$.

At fixed temperature the occupation follows $x$. The free energy has slope $n+\tfrac12$ in $\omega$, and $dn/d\omega=-\beta n(n+1)$, so $K$ gains $-\beta n_1(n_1+1)V^2$. In the diagram this comes from the two constant terms of $G_1^2$ when $d=0$: their integral is $2\beta n_1(n_1+1)$ at $\nu=0$ and zero at every other Matsubara frequency. It is an isothermal static response and does not belong to the analytic continuation used for the line.

\section{Imaginary part: decay and absorption}

Take the large-crystal limit first, so that the pair energies form a continuum, and then let $z\to\omega+i0$. From
\begin{equation}
\frac{2S}{S^2-z^2}=\frac1{S-z}+\frac1{S+z}
\end{equation}
the imaginary part is $\pi\delta(\omega-S)-\pi\delta(\omega+S)$, and likewise for $d$. For $\omega>0$ the second sum-frequency term vanishes, leaving
\begin{align}
\Gamma_i(\omega)=\frac\pi2\sum_{kl}V_{ikl}^2\big\{&(1+n_k+n_l)\delta(\omega-S)\nonumber\\
&+(n_l-n_k)[\delta(\omega-d)-\delta(\omega+d)]\big\}.\label{gamma}
\end{align}
The orders $(k,l)$ and $(l,k)$ contribute equally. Both difference terms are positive where their delta functions act, since the lower-frequency mode is more occupied.

Fermi's golden rule at $T=0$ checks the prefactor. For $k\ne l$, six orderings give the matrix element $V_{ikl}$ and the rate $2\pi V_{ikl}^2\delta(\omega_i-S)$. This is $2\Gamma_i$ after adding the two ordered pairs.

The thermal factors are forward minus reverse rates. Decay into $k,l$ has weight $(n_k+1)(n_l+1)$, recombination $n_kn_l$, and the difference is $1+n_k+n_l$. For absorption of phonon $i$ with $l\to k$, the difference is $n_l(n_k+1)-n_k(n_l+1)=n_l-n_k$.

\section{The Klemens channel}

Let a zone-centre phonon of frequency $\omega_0$ decay into $q$ and $-q$ of one branch. These have equal frequencies, so $d=0$, the difference term vanishes, and energy conservation sets $\omega_q=\omega_0/2$. The thermal factor comes out of the sum:
\begin{equation}
\Gamma(T)=\Gamma(0)\left[1+2n\!\left(\frac{\omega_0}2\right)\right]=\Gamma(0)\coth\frac{\beta\omega_0}{4}.\label{klemens}
\end{equation}
The last form uses $1+2/(e^x-1)=(e^x+1)/(e^x-1)=\coth(x/2)$ with $x=\beta\omega_0/2$. Frequencies and couplings are held independent of temperature. For $k_BT\gg\omega_0$ the factor tends to $4k_BT/\omega_0$.

Unequal decay products have factor $1+n(\omega_1)+n(\omega_2)$ with $\omega_1+\omega_2=\omega_0$. Since
\begin{equation}
\frac{dn}{d\omega}=-\frac\beta{4\sinh^2(\beta\omega/2)}
\end{equation}
increases with $\omega$, $n$ is convex and $n(\omega_1)+n(\omega_2)\ge2n(\omega_0/2)$. The Klemens factor is therefore the smallest among two-phonon decays of the same total energy. At 300 K it is 2.71 for $20+20$ meV and 3.57 for $10+30$ meV.

\section{Why the loop and tadpole do not damp}

Equations~\eqref{loop} and \eqref{tad} contain no $z$, so continuation to real frequency creates no imaginary part. For several modes, let $\Omega$ be the diagonal matrix of frequencies and $\Pi^s=\Pi^L+\Pi^T$. Then
\begin{equation}
D^{-1}=\frac12\Omega^{-1/2}\left[z^2-\Omega^2-2\Omega^{1/2}\Pi^s\Omega^{1/2}\right]\Omega^{-1/2}.
\end{equation}
The matrix $\Omega^2+2\Omega^{1/2}\Pi^s\Omega^{1/2}$ is real and symmetric, so its eigenvalues $z^2$ are real. If they are positive, every pole of this approximate $D$ is a sharp real frequency; for a few modes at $T>0$ it marks the centre of a group of discrete lines. A negative eigenvalue gives a purely imaginary pair of $z$, which is not a linewidth. Either the assumed structure is unstable, or the shift is too large for the lowest-order expansion; the sign alone does not tell which.

This is a statement about order $\epsilon^2$. The quartic term also has the matrix element $V_{iklm}$ from one phonon to three different ones, so the golden rule gives a width of order $V_4^2$ when energy conservation allows this decay.

Diagonalizing two coupled modes checks the stages together. After extrapolation to zero coupling, the self-energy at two Matsubara frequencies agrees with the formulas within $1.4\times10^{-7}$ of its largest element. With quartic coupling alone, halving $V_4$ reduces the frequency dependence of $\Pi$ by 3.95, close to the factor 4 of a second-order effect.

\section{A chain with numbers}

Take $N$ cells, one optical mode at $q=0$ with $\omega_0=40$ meV, and an acoustic branch $\omega_q=\omega_ms_q$ with $s_q=|\sin(q/2)|$ and $\omega_m=30$ meV. Other optical phonons are left out. Let the optical displacement modulate the acoustic bond energy. A squared bond stretch supplies $|1-e^{iq}|^2=4s_q^2$, and the squared phonon amplitude supplies $1/\omega_q\propto1/s_q$, so I take the coupling proportional to $s_q$:
\begin{equation}
V_{0,q,-q}=\frac{gs_q}{\sqrt N},\qquad V_{0,0,q,-q}=\frac{hs_q}{N},\qquad V_{000}=\frac c{\sqrt N},
\end{equation}
with $g=3$, $h=0.5$ and $c=2$ meV. This is a schematic model, not a lattice derived from one potential. In a two-atom chain with nearest-neighbour springs, $g$ and $c$ vanish by inversion when the two bonds are equal; with unequal bonds the proportionality to $s_q$ holds only at small $q$; and the two zone-edge frequencies obey $\omega_{\rm ac}^2+\omega_{\rm op}^2=\omega_0^2$, so that $\omega_m\le\omega_0/\sqrt2$, below the ratio 0.75 used here. In standing waves, $A_{\pm q}=(A_c\pm iA_s)/\sqrt2$ and $A_qA_{-q}=(A_c^2+A_s^2)/2$. The terms $q$ and $-q$ together give $V_{0cc}=V_{0ss}=V_{0,q,-q}$, so the earlier sums over real pairs become sums over $q$ in the whole zone.

\subsection*{Width}

At $T=0$,
\begin{equation}
\Gamma(0)=\frac\pi2g^2\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,s_q^2\,\delta(\omega_0-2\omega_ms_q).
\end{equation}
The two roots have $s_*=\omega_0/(2\omega_m)=2/3$, and there $|d(2\omega_ms_q)/dq|=\omega_m\sqrt{1-s_*^2}$. Hence
\begin{equation}
\Gamma(0)=\frac{g^2s_*^2}{2\omega_m\sqrt{1-s_*^2}}=\frac{9\times4/9}{60\times\sqrt5/3}\ \mathrm{meV}=0.0894\ \mathrm{meV}.\label{gzero}
\end{equation}
At 300 K, $n(20\ \mathrm{meV})=0.856$, so $\Gamma=0.0894\times2.713=0.243$ meV. The FWHM grows from 0.179 meV ($1.44\ \mathrm{cm^{-1}}$) at $T=0$ to 0.485 meV ($3.91\ \mathrm{cm^{-1}}$), and the lifetime falls from 3.68 to 1.36 ps. At 600 K the factor is 5.23, and the high-temperature estimate 5.17 is about 1\% lower.

The meaning of $\Gamma$ was tested in time at $T=0$, with one optical phonon coupled to a dense set of pair states. For $g=1.5$ meV its amplitude decays at 0.0223 meV; the formula gives $0.0894/4=0.0224$ meV.

\subsection*{Shifts}

Let $I$ be the zone average of $s_q(2n_q+1)$. Then
\begin{equation}
\Pi^L=\frac h2I,\qquad \frac{\langle A_0\rangle}{\sqrt N}=-\frac{gI}{\omega_0},\qquad \Pi^T=-\frac{cgI}{\omega_0}.
\end{equation}
Terms with $V_{000}$ at both vertices are of order $1/N$. At 300 K, $I=1.819$, giving $\Pi^L=0.25\times1.819=+0.455$ meV and $\Pi^T=-0.15\times1.819=-0.273$ meV. The principal-value part of the bubble is
\begin{equation}
\mathrm{Re}\,\Pi^B=-\frac{g^2}2\,\mathrm{P}\!\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,s_q^2(1+2n_q)\frac{4\omega_q}{4\omega_q^2-\omega_0^2}=-0.285\ \mathrm{meV}.
\end{equation}
Pairs above $\omega_0$ push the mode down and pairs below push it up. The total is $-0.104$ meV, smaller in magnitude than any of its three parts.

The total is not monotonic: $-0.087$, $-0.074$ and $-0.083$ meV at 0, 100 and 200 K. From 0 to 100 K the static terms together rise by 0.019 meV while the bubble falls by 0.007 meV; from 100 to 200 K the bubble falls faster than the static terms rise. A small measured shift therefore would not imply small anharmonic terms in this model.

\subsection*{Does a static shift change the width?}

The full line at 300 K, with the frequency-dependent bubble, has FWHM 0.482 meV without the static terms and 0.484 meV with them. The peak moves from 39.71 to 39.90 meV, as the static shift of 0.182 meV requires within the 0.005 meV scan step. The small change of width is indirect. By Eq.~\eqref{pole}, the width at a pole near $\omega$ is $2\Gamma(\omega)\omega_0/\omega$, if the variation of $\Pi^B$ across the narrow line is neglected. Equation~\eqref{gzero} with $s=\omega/(2\omega_m)$, times the thermal factor, gives
\begin{equation}
\frac{d}{d\omega}\ln\frac{\Gamma(\omega)}{\omega}=\frac1\omega+\frac{s^2}{\omega(1-s^2)}-\frac{\beta n(n+1)}{1+2n},
\end{equation}
where $n=n(\omega/2)$. At 40 meV, $\beta\times20\ \mathrm{meV}=\ln(1+1/n)=0.774$, and the three terms are $0.025+0.020-0.023=0.022\ \mathrm{meV^{-1}}$. A shift of 0.18 meV then widens the line by 0.4\%, as found. This is a product of a shift and a width, each of order $\epsilon^2$, and so belongs to order $\epsilon^4$. The complete values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Two-mode diagonalization, dimensionless units
mode frequencies 1.00, 1.37; kT 0.50
largest relative error of Pi, cubic only: 1.2e-07
largest relative error of Pi, quartic only: 4.8e-08
largest relative error of Pi, both: 1.4e-07
quartic frequency-dependence ratio on halving V4: 3.952
Model chain
optical energy w0 = 40.0 meV
acoustic maximum = 30.0 meV
couplings g, h, c = 3.0, 0.5, 2.0 meV
resonant s = 0.6667, q = 1.4595 rad
Gamma(0) = 0.08944 meV
T (K) | n(w0/2) | 1+2n | Gamma (meV) | FWHM (meV)
   0 | 0.0000 | 1.0000 | 0.0894 | 0.1789
 100 | 0.1089 | 1.2177 | 0.1089 | 0.2178
 200 | 0.4563 | 1.9127 | 0.1711 | 0.3421
 300 | 0.8564 | 2.7129 | 0.2426 | 0.4853
 600 | 2.1174 | 5.2347 | 0.4682 | 0.9364
T (K) | shifts in meV: bubble | loop | tadpole | total
   0 | -0.1503 | +0.1592 | -0.0955 | -0.0866
 100 | -0.1571 | +0.2073 | -0.1244 | -0.0742
 200 | -0.2118 | +0.3222 | -0.1933 | -0.0829
 300 | -0.2854 | +0.4546 | -0.2728 | -0.1036
 600 | -0.5307 | +0.8738 | -0.5243 | -0.1812
300 K: BZ average of s(2n+1) = 1.8186
300 K: <A_0>/sqrt(N) = -0.1364
0 K: FWHM = 1.443 cm^-1, lifetime = 3.680 ps
300 K: FWHM = 3.914 cm^-1, lifetime = 1.356 ps
600 K: high-T estimate 4kT/w0 = 5.1704
300 K, 10+30 meV decay factor = 3.5737
300 K, 10/30 meV absorption factor = 1.6610
time-decay test, g = 1.50 meV, T = 0 K
rate from time evolution = 0.02230 meV
rate from formula = 0.02236 meV
Full spectral line at 300 K
bubble only: peak 39.710 meV, FWHM 0.4820 meV
all terms: peak 39.895 meV, FWHM 0.4839 meV
loop + tadpole shift = +0.1819 meV
\end{verbatim}
